# The Bloch-Siegert Shift of a Linearly Driven Two-Level Resonance

A calculation of a driven transition starts with a choice. One can keep the full oscillating field and use time steps that resolve its period, or make the rotating-wave approximation (RWA) and follow only the slow motion. The RWA puts the resonance at the bare transition frequency $\omega_0$. For weak driving the full linear field puts it higher, to leading order, by

$$\delta_{\rm BS}=\frac{\Omega^2}{4\omega_0},$$

the Bloch-Siegert shift, where $\Omega$ is the Rabi frequency. If line centres are needed to an accuracy much coarser than $\delta_{\rm BS}$, the RWA will serve. If not, the discarded term must be restored, at least through its shift.

## Model and meaning of resonance

Set $\hbar=1$. Let $\sigma_z=+1$ denote the excited state $e$ and $\sigma_z=-1$ the ground state $g$. The Hamiltonian is

$$H=\frac{\omega_0}{2}\sigma_z+\Omega\cos(\omega t)\,\sigma_x,\qquad \Omega=|d|E_0,$$

with transition dipole $d$ and constant field amplitude $E_0$. There is no damping, no permanent dipole and no third level, and $\Omega\ll\omega_0$.

A shift much smaller than the linewidth has a meaning only if the line centre is defined with care. Because $H$ is periodic, its solutions can be built from two orthogonal Floquet modes, each a phase factor $e^{-i\varepsilon t}$ times a state with the period of the field. Let $z(t)$ be the inversion $\langle\sigma_z\rangle$ of one mode and $\bar z$ its average over a period. The other mode is orthogonal and has inversion $-z(t)$.

Start in $g$ at time $t_0$. The weights of the two modes are then $\tfrac12[1-z(t_0)]$ and $\tfrac12[1+z(t_0)]$. Their mean excited populations are $\tfrac12(1+\bar z)$ and $\tfrac12(1-\bar z)$. Interference between the modes averages to zero over long times, provided their quasienergies $\varepsilon$ do not differ by a multiple of $\omega$. The time-averaged transition probability is therefore

$$P(t_0)=\tfrac14\{[1-z(t_0)](1+\bar z)+[1+z(t_0)](1-\bar z)\}=\tfrac12[1-\bar z\,z(t_0)].$$

Varying $t_0$ over a period is the same as varying the initial phase of the field. The average over this phase is

$$\bar P=\tfrac12(1-\bar z^2).$$

Its largest possible value, $1/2$, is reached when $\bar z=0$. This condition can also be met at drive frequencies far from $\omega_0$. Below, resonance means the zero of $\bar z$ that tends to $\omega_0$ as $\Omega\to0$.

## First derivation: transforming the fast term away

**Rotating frame.** Write $\psi=e^{-i\omega t\sigma_z/2}\psi_R$. This replaces $\sigma_+$ by $\sigma_+e^{i\omega t}$ and subtracts $\omega\sigma_z/2$ from the Hamiltonian. Since

$$\sigma_+e^{i\omega t}\cos\omega t=\tfrac12\sigma_+(1+e^{2i\omega t}),$$

the new Hamiltonian is $H_R=H_0+V$ with

$$H_0=\frac{\Delta}{2}\sigma_z+\frac{\Omega}{2}\sigma_x,\quad V=\frac{\Omega}{2}(A+A^\dagger),\quad A=\sigma_+e^{2i\omega t},\quad \Delta=\omega_0-\omega.$$

The linear field is a sum of two fields rotating in opposite senses. One has become static; the other is $V$, which rotates at $2\omega$. The RWA drops $V$. The eigenstates of $H_0$ then have zero inversion at $\Delta=0$, so there is no shift.

**Choice of transformation.** Instead of dropping $V$, set $\psi'=e^S\psi_R$ with

$$S=\frac{\Omega}{4\omega}(A-A^\dagger).$$

Since $\dot A=2i\omega A$ and $\dot A^\dagger=-2i\omega A^\dagger$, we have $\dot S=\tfrac{i\Omega}{2}(A+A^\dagger)=iV$, hence $i\dot S=-V$. The transformed Hamiltonian is

$$H'=e^SH_Re^{-S}+i\left(\frac{d}{dt}e^S\right)e^{-S}.$$

To second order in $S$ its two parts are

$$e^SH_Re^{-S}=H_R+[S,H_R]+\tfrac12[S,[S,H_R]]+\dots$$

$$\left(\frac{d}{dt}e^S\right)e^{-S}=\dot S+\tfrac12(\dot SS+S\dot S)-\dot SS+\dots=\dot S+\tfrac12[S,\dot S]+\dots$$

Now count powers of $\Omega$. Both $S$ and $V$ are of first order. Near the resonance $\Delta$ is itself of order $\Omega^2/\omega$, as the result will confirm. The double commutator is then of third order. Inserting $i\dot S=-V$ gives

$$H'=H_0+V-V+[S,H_0]+[S,V]-\tfrac12[S,V]+\dots=H_0+[S,H_0]+\tfrac12[S,V]+\dots$$

The first-order fast term has cancelled, and half of the commutator $[S,V]$ survives.

**The commutators.** From $[\sigma_+,\sigma_-]=\sigma_z$ it follows that $[A,A^\dagger]=\sigma_z$. Therefore

$$\tfrac12[S,V]=\frac{\Omega^2}{16\omega}[A-A^\dagger,A+A^\dagger]=\frac{\Omega^2}{16\omega}\,2[A,A^\dagger]=\frac{\Omega^2}{8\omega}\sigma_z.$$

For the other term, use $\sigma_x=\sigma_++\sigma_-$:

$$\left[S,\frac{\Omega}{2}\sigma_x\right]=\frac{\Omega^2}{8\omega}\left(e^{2i\omega t}[\sigma_+,\sigma_-]-e^{-2i\omega t}[\sigma_-,\sigma_+]\right)=\frac{\Omega^2}{4\omega}\cos(2\omega t)\,\sigma_z.$$

The piece $[S,\Delta\sigma_z/2]$ is of third order, because $\Delta$ is of second order. Altogether,

$$H'=\frac12\left(\Delta+\frac{\Omega^2}{4\omega}\right)\sigma_z+\frac{\Omega}{2}\sigma_x+\frac{\Omega^2}{4\omega}\cos(2\omega t)\,\sigma_z+O\!\left(\frac{\Omega^3}{\omega^2}\right).$$

The oscillating term has twice the amplitude of the static correction $\Omega^2\sigma_z/(8\omega)$, but its mean is zero, so it does not move the resonance at this order. A numerical test evaluates $H'$ from its definition at the predicted resonance. The remainder scales as $\Omega$ to the power 2.996, as a third-order remainder should.

**The shift.** The static part has the form of the RWA Hamiltonian with detuning

$$\Delta_{\rm eff}=\omega_0-\omega+\frac{\Omega^2}{4\omega}.$$

For the mode that points along $+x$ at resonance, the mean inversion is, to leading order,

$$\bar z=\frac{\Delta_{\rm eff}}{\sqrt{\Delta_{\rm eff}^2+\Omega^2}}.$$

It vanishes at $\omega=\omega_0+\Omega^2/(4\omega)$. Replacing $\omega$ by $\omega_0$ in the denominator changes the result only at order $\Omega^4/\omega_0^3$.

Could the neglected third-order terms add a shift proportional to $\Omega^3$? Conjugation of $H$ with $\sigma_z$ reverses the sign of $\Omega$ and leaves every inversion unchanged. The resonance frequency is therefore even in $\Omega$. Evenness alone would still allow a term in $|\Omega|^3$. The second derivation below excludes it, because its resonance condition contains the drive and the quasienergy only through $\Omega^2$ and $\eta^2$ and so yields a power series in $\Omega^2$. Hence

$$\omega_{\rm res}=\omega_0+\frac{\Omega^2}{4\omega_0}+O\!\left(\frac{\Omega^4}{\omega_0^3}\right).$$

**The cause.** Multiply $V$ by a factor $c$, leaving the co-rotating field alone. Then $S$ also acquires a factor $c$, and $\tfrac12[S,V]$ acquires $c^2$. To leading order the shift becomes $c^2\Omega^2/(4\omega_0)$. It vanishes at $c=0$, a purely rotating field, and belongs to the counter-rotating component.

## What a fixed initial phase does

The transformation also gives the fast ripple of the populations. Since $\psi_R=e^{-S}\psi'$, the inversion is the expectation value in $\psi'$ of

$$e^S\sigma_ze^{-S}=\sigma_z+[S,\sigma_z]+\dots$$

With $[\sigma_+,\sigma_z]=-2\sigma_+$ and $[\sigma_-,\sigma_z]=2\sigma_-$,

$$[S,\sigma_z]=-\frac{\Omega}{2\omega}(A+A^\dagger).$$

Near resonance the chosen mode points along $+x$, where $\langle A+A^\dagger\rangle=\cos2\omega t$. Hence

$$z(t_0)\simeq\bar z-\frac{\Omega}{2\omega}\cos(2\omega t_0).$$

The probability $P(t_0)$ is largest when $\bar z\,z(t_0)$ is smallest. Setting the derivative with respect to $\bar z$ to zero gives $\bar z=(\Omega/4\omega)\cos(2\omega t_0)$. Near the centre $\bar z\simeq\Delta_{\rm eff}/\Omega$, so the maximum lies at $\Delta_{\rm eff}=(\Omega^2/4\omega)\cos(2\omega t_0)$, or

$$\omega_{\max}(t_0)\simeq\omega_0+\frac{\Omega^2}{4\omega_0}\left[1-\cos(2\omega t_0)\right].$$

If the field is switched on suddenly at a crest, $\omega t_0=0$, the maximum is not displaced at this order. If it is switched on at a zero, $\omega t_0=90^\circ$, the displacement is twice the Bloch-Siegert shift. The average over phases restores $\Omega^2/(4\omega_0)$. A simulation that starts each run at the same phase of a suddenly applied field can thus miss the shift or double it, even with perfect propagation.

## Second derivation: level repulsion among Fourier components

The second route uses neither a rotating frame nor a transformation. Expand the amplitudes of a Floquet mode as

$$a_e(t)=e^{-i\varepsilon t}\sum_n e_n\,e^{in\omega t},\qquad a_g(t)=e^{-i\varepsilon t}\sum_n g_n\,e^{in\omega t}.$$

Since $\Omega\cos\omega t=\tfrac{\Omega}{2}(e^{i\omega t}+e^{-i\omega t})$, the Schrödinger equation couples neighbouring indices:

$$\varepsilon e_n=\left(\frac{\omega_0}{2}+n\omega\right)e_n+\frac{\Omega}{2}(g_{n-1}+g_{n+1}),$$

$$\varepsilon g_n=\left(-\frac{\omega_0}{2}+n\omega\right)g_n+\frac{\Omega}{2}(e_{n-1}+e_{n+1}).$$

This is the eigenvalue problem of a static Hermitian matrix. The component $e_0$ belongs to the chain

$$\dots,\;e_{-2},\;g_{-1},\;e_0,\;g_1,\;e_2,\;g_3,\;\dots$$

Near resonance $e_0$ and $g_1$ are almost degenerate, with diagonal energies $\omega_0/2$ and $-\omega_0/2+\omega$. Their coupling is the RWA. The couplings of $e_0$ to $g_{-1}$ and of $g_1$ to $e_2$ are counter-rotating. The component $g_{-1}$ lies $\omega_0+\omega$ below $e_0$, and $e_2$ lies the same distance above $g_1$. By second-order perturbation theory $e_0$ is pushed up, and $g_1$ down, by $(\Omega/2)^2/(\omega_0+\omega)$. Their separation grows by

$$\frac{\Omega^2}{2(\omega_0+\omega)}\simeq\frac{\Omega^2}{4\omega_0},$$

and the drive frequency must rise by this amount to restore the degeneracy. Physically, the counter-rotating field is a far-detuned drive that causes a light shift.

**Elimination.** The same scheme gives the next term. Measure the quasienergy from the midpoint of the resonant pair, $\varepsilon=\omega/2+\eta$, and define

$$D=\frac{\omega_0+3\omega}{2},\qquad D'=\frac{5\omega-\omega_0}{2}.$$

The equations for $g_{-1}$ and $e_{-2}$ become

$$(\eta+D)g_{-1}=\frac{\Omega}{2}(e_0+e_{-2}),\qquad(\eta+D')e_{-2}\simeq\frac{\Omega}{2}g_{-1}.$$

Dropping $g_{-3}$ here affects the shift first at order $\Omega^6$. Eliminating $e_{-2}$ and then $g_{-1}$ adds to the energy of $e_0$ the amount

$$\Sigma(\eta)=\frac{\Omega^2/4}{D+\eta-\dfrac{\Omega^2/4}{D'+\eta}}.$$

On the other side of the chain, the diagonal energies of $e_2$ and $g_3$ relative to $\omega/2$ are $D$ and $D'$ instead of $-D$ and $-D'$. The energy added to $g_1$ is therefore $-\Sigma(-\eta)$. Split $\Sigma=s_e+s_o$ into parts even and odd in $\eta$. The condition for a solution with nonzero $e_0$ and $g_1$ is

$$\left(\eta-\frac{\Delta}{2}-s_e-s_o\right)\left(\eta+\frac{\Delta}{2}+s_e-s_o\right)=\frac{\Omega^2}{4},$$

which is the same as

$$F\equiv(\eta-s_o)^2-\left(\frac{\Delta}{2}+s_e\right)^2-\frac{\Omega^2}{4}=0.$$

**Resonance condition.** In the Floquet matrix $\omega_0$ appears with coefficient $+\tfrac12$ for each $e_n$ and $-\tfrac12$ for each $g_n$. The derivative of an eigenvalue is the expectation value of the derivative of the matrix, so for a normalized mode

$$\frac{\partial\varepsilon}{\partial\omega_0}=\frac12\sum_n\left(|e_n|^2-|g_n|^2\right)=\frac{\bar z}{2}$$

at fixed $\omega$ and $\Omega$. Thus $\bar z=0$ means $\partial\eta/\partial\omega_0=0$. Differentiating $F=0$ shows that this requires $\partial F/\partial\omega_0=0$ at fixed $\eta$:

$$\left(\frac{\Delta}{2}+s_e\right)\left(1+2\frac{\partial s_e}{\partial\omega_0}\right)=-2(\eta-s_o)\frac{\partial s_o}{\partial\omega_0}.$$

**Expansion.** To the order needed,

$$s_e=\frac{\Omega^2}{4}\left(\frac1D+\frac{\eta^2}{D^3}+\frac{\Omega^2}{4D^2D'}\right),\qquad s_o=-\frac{\Omega^2\eta}{4D^2}.$$

Because $\partial D/\partial\omega_0=\tfrac12$, we have $\partial s_o/\partial\omega_0=\Omega^2\eta/(4D^3)$. In the fourth-order terms it suffices to put $\eta^2=\Omega^2/4$ and $D=D'=2\omega_0$. The right-hand side of the resonance condition is then $-\Omega^2\eta^2/(2D^3)=-\Omega^4/(64\omega_0^3)$. Since this is already of fourth order, so is $\Delta/2+s_e$, and the factor $1+2\,\partial s_e/\partial\omega_0$, which differs from 1 by a term of order $\Omega^2/\omega_0^2$, can be replaced by 1. The last two terms of $s_e$ are each $\Omega^4/(128\omega_0^3)$. Hence

$$\frac{\Delta}{2}=-\frac{\Omega^2}{4D}-\frac{\Omega^4}{64\omega_0^3}-\frac{\Omega^4}{64\omega_0^3},$$

and, with $\Delta=\omega_0-\omega$,

$$\omega-\omega_0=\frac{\Omega^2}{\omega_0+3\omega}+\frac{\Omega^4}{16\omega_0^3}.$$

The first denominator still contains $\omega$. Inserting $\omega=\omega_0+\Omega^2/(4\omega_0)$ there gives

$$\frac{\Omega^2}{\omega_0+3\omega}\simeq\frac{\Omega^2}{4\omega_0}-\frac{3\Omega^4}{64\omega_0^3}.$$

The two fourth-order contributions add to $(4-3)/64$, so

$$\omega_{\rm res}=\omega_0+\frac{\Omega^2}{4\omega_0}+\frac{\Omega^4}{64\omega_0^3}+O\!\left(\frac{\Omega^6}{\omega_0^5}\right).$$

The leading term agrees with the first derivation. The next term is smaller than the leading one by a factor $\Omega^2/(16\omega_0^2)$, which is only 1% at $\Omega/\omega_0=0.4$.

## Numerical propagation

Take round model parameters in Hartree atomic units: $\omega_0=0.1$, $d=1$ and $E_0=0.01$. Then $\Omega=1\times0.01=0.01$ hartree and

$$\frac{\Omega^2}{4\omega_0}=\frac{(0.01)^2}{4\times0.1}=2.500\times10^{-4}\ \text{hartree}.$$

Propagation of the full Hamiltonian over one period gives the Floquet modes. The zero of $\bar z$ lies $2.5015\times10^{-4}$ hartree, or 6.81 meV, above $\omega_0$. This exceeds the leading formula by a fraction $6.2\times10^{-4}$. The fourth-order term predicts a relative excess of $\Omega^2/(16\omega_0^2)=6.25\times10^{-4}$.

A separate test averages populations over 1000 periods and finds the line centre from them, without the condition $\bar z=0$. With the counter-rotating field multiplied by $c=1$, $1/2$ and $0$, the shifts are $2.5015\times10^{-4}$, $6.263\times10^{-5}$ and $-8\times10^{-10}$ hartree. The middle value is close to a quarter of the first, and the last is zero within the accuracy of the averaging. This confirms the factor $c^2$ and the cause of the shift.

The shift is hard to see in the height of the line. From the leading form of $\bar z$,

$$\bar P\simeq\frac12\,\frac{\Omega^2}{\Omega^2+\Delta_{\rm eff}^2},$$

whose full width at half maximum is $2\Omega$. In the wings $\Delta$ is of order $\Omega$, so $[S,\Delta\sigma_z/2]$ is of second order there; it oscillates at $2\omega$ with zero mean and leaves this form unchanged to leading order. The shift is 1.25% of this width. Driving at $\omega_0$ instead of $\omega_{\rm res}$ lowers the averaged probability only from 0.500000 to 0.499687. A calculation that needs just this probability can ignore the shift here; one that needs the line centre to 1 meV cannot. These figures belong to the two-level model. The field $E_0=0.01$ a.u. is $5.1\times10^9$ V/m, an intensity of $3.5\times10^{12}$ W/cm$^2$, and its ponderomotive energy $E_0^2/(4\omega^2)\simeq2.5\times10^{-3}$ hartree is ten times the shift. In a real atom or solid, other levels and the continuum cannot be ignored at such a field.

For fixed starting phases of $0^\circ$, $45^\circ$ and $90^\circ$, the maxima are displaced by $-0.004$, $2.504$ and $4.990$ in units of $10^{-4}$ hartree. The predictions are 0, 2.5 and 5 in the same units.

At stronger driving the higher terms appear. For $\Omega/\omega_0=0.2$ the propagated shift exceeds the leading formula by $2.39\times10^{-5}\omega_0$, where the fourth-order term gives $2.50\times10^{-5}\omega_0$. For $\Omega/\omega_0=0.4$ the excess is $3.32\times10^{-4}\omega_0$ against $4.00\times10^{-4}\omega_0$, so terms beyond the fourth order are visible. Even there the leading formula is only 0.8% below the propagated shift. The remaining values are in the numerical output.

## What each derivation assumes

Both derivations assume two levels, a purely off-diagonal coupling, no damping and small $\Omega/\omega_0$. Both also identify the line centre with $\bar z=0$, which rests on a constant amplitude and on averages over time and phase. They differ in what they do with the fast motion.

The transformation assumes that $\Delta$ is small, of order $\Omega^2/\omega$, when it sorts terms by size. In return it gives an effective Hamiltonian for the dynamics, and the ripple that governs the fixed-phase maxima. It can also be adapted to a slowly varying amplitude. If $\Omega$ depends on time, $i\dot S$ gains the term $i(\dot\Omega/4\omega)(A-A^\dagger)$, which is smaller than $V$ by a factor of order $\dot\Omega/(2\omega\Omega)$. When this ratio is small, $\Delta_{\rm eff}$ follows the instantaneous $\Omega^2$, and a pulse sweeps its own resonance. The third-order remainder of $H'$ still accumulates as a phase error of order $\Omega^3t/\omega^2$, so the populations after a long pulse are accurate only while this quantity is small.

The Fourier expansion, as written here, needs strict periodicity. For a pulse, $e_n$ and $g_n$ must be allowed to depend on time, and the eigenvalue problem becomes a set of coupled differential equations. The advantage of the expansion is that the resonance condition becomes a derivative of an eigenvalue, and higher orders follow by keeping more links of the chain. It also shows the shift as ordinary level repulsion, with the energy denominator $\omega_0+\omega$ in plain view.

Neither derivation covers a real atom without further work. An additional level that is coupled by the field but far from resonance is a further far-detuned partner, and to leading order it shifts $e$ or $g$ by an amount quadratic in $E_0$. With comparable dipoles and energy denominators, such shifts are of the same order as $\Omega^2/(4\omega_0)$ and can have either sign. The Bloch-Siegert term is then one part of the total light shift and must be added to the others before it is compared with a measured line.

## Computed results

```
level splitting w0 = 0.1000 hartree
transition dipole d = 1.0000 e*bohr
field amplitude E0 = 0.0100 a.u.
Rabi frequency W = 0.0100 hartree
predicted shift W^2/(4 w0) = 2.500000e-04 hartree
propagated shift (zero mean inversion) = 2.501545e-04 hartree
propagated shift converted = 6.8071 meV
propagated resonance frequency = 0.10025015 hartree
propagated/predicted shift = 1.000618
shift / full linewidth 2W = 0.01251
averaged probability at w0 = 0.499687
averaged probability at w_res = 0.500000
line-centre shift from direct populations (hartree):
  c = 0.0: -8.2309e-10, predicted 0.0000e+00
  c = 0.5: 6.2628e-05, predicted 6.2500e-05
  c = 1.0: 2.5015e-04, predicted 2.5000e-04
shift of maximum at fixed start phase w*t0 (hartree):
   0 deg: -3.9552e-07, predicted 0.0000e+00
  45 deg: 2.5039e-04, predicted 2.5000e-04
  90 deg: 4.9898e-04, predicted 5.0000e-04
W/w0, propagated shift/w0, predicted shift/w0, difference/w0:
  0.05  0.00062510  0.00062500  9.74e-08
  0.10  0.00250155  0.00250000  1.55e-06
  0.20  0.01002391  0.01000000  2.39e-05
  0.40  0.04033228  0.04000000  3.32e-04
order of remainder in W = 3.952
order of transformed-Hamiltonian residual = 2.996
largest error of averaging formula = 1.1e-07
largest error of effective inversion = 7.9e-04
```
